**Five-level mass and g factor of the GaAs conduction band, compared with a 14-band Hamiltonian**

The program evaluates the Hermann–Weisbuch formulas for the band-edge mass $m^*$ and g factor $g^*$. Here $E_0$ is the gap, $\Delta_0$ the valence spin-orbit splitting, $G_7$ and $G_8$ the heights of the upper p-like levels above the conduction edge, $E_P$ and $E_P'$ the momentum energies, and $C$ and $C'$ empirical remote-band constants. It asserts that the formulas agree with diagonalization of a 14-band Hamiltonian, both at small $k$ along three directions and in a magnetic field extrapolated to zero. It also asserts that momentum coupling between the two p-like sets leaves the band-edge values unchanged, and that $g$ returns to the free-electron value without spin-orbit splitting. Further assertions cover the angular-momentum projectors and the effect of spin-orbit coupling between the two p-like sets. The output gives $m^*=0.067\,m_e$ and $g^*=-0.436$, which is asserted to lie within 0.005 of $-0.44$; the parameters are calibrated, so this is not a prediction. A neglected inter-set coupling of rough size 0.05 eV would shift $g^*$ by about 0.17 in either direction.

## Program and output

```python
# Result under test: band-edge mass m and g factor of the s-like conduction
# level of a zinc-blende crystal, coupled to two p-like sets (five levels):
#   1/m = 1 + EP/3 [2/E0 + 1/(E0+D0)] - EPu/3 [2/G8 + 1/G7] + C
#   g   = g0 - 2EP/3 [1/E0 - 1/(E0+D0)] - 2EPu/3 [1/G7 - 1/G8] + 2C'
# E0: gap; D0: valence spin-orbit splitting; G7, G8: heights of the upper
# J=1/2 and J=3/2 levels above the conduction edge; EP, EPu: momentum
# energies 2P^2 and 2P'^2; C, C': empirical remote-band constants.
# Independent road: diagonalization of a 14-band Hamiltonian, at finite k
# and in a magnetic field with oscillator matrices for the kinetic momentum.
# The formulas work in eV, the 14-band Hamiltonian in Hartree atomic units.
import numpy as np
from scipy import constants as const

pc = const.physical_constants
HARTREE_EV = pc['Hartree energy in eV'][0]
TESLA_AU = 1.0 / pc['atomic unit of mag. flux density'][0]
MU_B_EV = pc['Bohr magneton in eV/T'][0]
G_FREE = abs(pc['electron g factor'][0])

# Empirical inputs for low-temperature GaAs (eV; C and C' dimensionless)
E0, D0 = 1.519, 0.341
G7, D_UP = 2.969, 0.171
EP, EPU = 28.9, 6.0
C_MASS, C_G = -2.0, -0.02
EQ = 15.0            # rough momentum energy between the two p-like sets
D_MINUS = 0.05       # rough size of spin-orbit coupling between these sets
G_TARGET = -0.44


def formula_terms(gap, d0, g7, d_up, ep, epu):
    """Valence and upper contributions to 1/m and to g."""
    g8 = g7 + d_up
    mass_v = ep / 3 * (2 / gap + 1 / (gap + d0))
    mass_u = -epu / 3 * (2 / g8 + 1 / g7)
    g_v = -2 * ep / 3 * (1 / gap - 1 / (gap + d0))
    g_u = -2 * epu / 3 * (1 / g7 - 1 / g8)
    return mass_v, mass_u, g_v, g_u


def resolvent_result(d_minus):
    """1/m and g without C, C', with coupling d_minus between p-like sets."""
    v = np.array([np.sqrt(EP), np.sqrt(EPU)])

    def strength(e_val, e_up, coupling):
        h = np.array([[e_val, coupling], [coupling, e_up]])
        return v @ np.linalg.solve(E0 * np.eye(2) - h, v)

    f3 = strength(0.0, E0 + G7 + D_UP, d_minus / 3)
    f1 = strength(-D0, E0 + G7, -2 * d_minus / 3)
    return 1 + (2 * f3 + f1) / 3, G_FREE - 2 / 3 * (f3 - f1)


# Spin matrices, orbital L = 1 matrices in the basis X, Y, Z
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
eps = np.zeros((3, 3, 3))
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[a, b, c], eps[b, a, c] = 1.0, -1.0
L_SIGMA = sum(np.kron(-1j * eps[c], sigma[c]) for c in range(3))


def momentum_matrices(eq):
    """Momentum matrices in the orbitals S, X, Y, Z (valence), X, Y, Z (upper)."""
    p_v, p_u, q = np.sqrt(np.array([EP, EPU, eq]) / 2 / HARTREE_EV)
    mats = []
    for axis in range(3):
        m = np.zeros((7, 7), dtype=complex)
        m[0, 1 + axis] = 1j * p_v
        m[0, 4 + axis] = 1j * p_u
        for b in range(3):
            for c in range(3):
                m[1 + b, 4 + c] = 1j * q * abs(eps[axis, b, c])
        mats.append(np.kron(m + m.conj().T, np.eye(2)))
    return mats


def edge_hamiltonian(d0, d_up, d_minus):
    h = np.zeros((14, 14), dtype=complex)
    h[:2, :2] = E0 * np.eye(2)
    h[2:8, 2:8] = -d0 / 3 * np.eye(6) + d0 / 3 * L_SIGMA
    h[8:, 8:] = (E0 + G7 + 2 * d_up / 3) * np.eye(6) + d_up / 3 * L_SIGMA
    h[2:8, 8:] = d_minus / 3 * L_SIGMA
    h[8:, 2:8] = d_minus / 3 * L_SIGMA
    return h / HARTREE_EV


def landau_mass_and_g(tesla, d0=D0, d_up=D_UP, d_minus=0.0, eq=EQ,
                      c_mass=0.0, c_g=0.0, size=10):
    """1/m and g read off the two lowest conduction Landau levels at kz = 0."""
    field = tesla * TESLA_AU
    lower = np.diag(np.sqrt(np.arange(1, size)), 1).astype(complex)
    pi_x = np.sqrt(field / 2) * (lower + lower.conj().T)
    pi_y = np.sqrt(field / 2) * 1j * (lower - lower.conj().T)
    half_pi2 = np.diag(field * (np.arange(size) + 0.5))
    one = np.eye(size)
    p = momentum_matrices(eq)
    s_part = np.diag([1.0, 1.0] + 12 * [0.0])
    spin_z = np.kron(np.eye(7), sigma[2])
    h = np.kron(edge_hamiltonian(d0, d_up, d_minus), one)
    h = h + np.kron(p[0], pi_x) + np.kron(p[1], pi_y)
    h = h + np.kron(np.eye(14) + c_mass * s_part, half_pi2)
    zeeman = G_FREE * spin_z + 2 * c_g * s_part @ spin_z
    h = h + field / 4 * np.kron(zeeman, one)
    energy, vec = np.linalg.eigh(h)
    i_up = np.argmax(abs(vec[0]) ** 2)
    i_down = np.argmax(abs(vec[size]) ** 2)
    assert i_up != i_down
    e_up, e_down = energy[i_up], energy[i_down]
    inv_mass = (e_up + e_down - 2 * E0 / HARTREE_EV) / field
    return np.array([inv_mass, 2 * (e_up - e_down) / field])


def zero_field_limit(**kw):
    return 2 * landau_mass_and_g(0.1, **kw) - landau_mass_and_g(0.2, **kw)


def inverse_mass_from_k(direction):
    """1/m from the spin-averaged dispersion, extrapolated to k = 0."""
    unit = np.array(direction) / np.linalg.norm(direction)
    p = momentum_matrices(EQ)
    h_edge = edge_hamiltonian(D0, D_UP, 0.0)

    def estimate(k):
        h = h_edge + sum(k * unit[i] * p[i] for i in range(3))
        mean = np.linalg.eigvalsh(h)[6:8].mean() + k * k / 2
        return 2 * (mean - E0 / HARTREE_EV) / k ** 2

    return (4 * estimate(1e-3) - estimate(2e-3)) / 3


# Test: angular-momentum projectors from eigenvectors of L.sigma
values, vectors = np.linalg.eigh(L_SIGMA)
assert np.allclose(values, [-2, -2, 1, 1, 1, 1])
proj_1 = vectors[:, :2] @ vectors[:, :2].conj().T
proj_3 = vectors[:, 2:] @ vectors[:, 2:].conj().T
for a in range(3):
    for b in range(3):
        cross = 1j * sum(eps[a, b, c] * sigma[c] for c in range(3))
        delta = (a == b) * np.eye(2)
        block = (slice(2 * a, 2 * a + 2), slice(2 * b, 2 * b + 2))
        assert np.allclose(proj_3[block], (2 * delta - cross) / 3)
        assert np.allclose(proj_1[block], (delta + cross) / 3)

# Test: five-level formulas against both diagonalizations (C = C' = 0)
mass_v, mass_u, g_v, g_u = formula_terms(E0, D0, G7, D_UP, EP, EPU)
inv_mass_5 = 1 + mass_v + mass_u
g_5 = G_FREE + g_v + g_u
inv_mass_k = [inverse_mass_from_k(d) for d in ([1, 0, 0], [1, 1, 0], [1, 1, 1])]
assert max(abs(np.array(inv_mass_k) - inv_mass_5)) < 1e-3
inv_mass_b, g_b = zero_field_limit()
assert abs(inv_mass_b - inv_mass_5) < 1e-3
assert abs(g_b - g_5) < 2e-4
# Test: coupling between the two p-like sets leaves the edge values unchanged
inv_mass_q0, g_q0 = zero_field_limit(eq=0.0)
assert abs(inv_mass_q0 - inv_mass_b) < 1e-3 and abs(g_q0 - g_b) < 2e-4
# Test: without spin-orbit splitting the free-electron g factor returns
g_no_so = zero_field_limit(d0=0.0, d_up=0.0)[1]
assert abs(g_no_so - G_FREE) < 2e-4

# Test: resolvent result with spin-orbit coupling between the p-like sets
shift = {}
for sign in (1, -1):
    inv_mass_r, g_r = resolvent_result(sign * D_MINUS)
    inv_mass_l, g_l = zero_field_limit(d_minus=sign * D_MINUS)
    assert abs(inv_mass_r - inv_mass_l) < 1e-3 and abs(g_r - g_l) < 2e-4
    shift[sign] = (inv_mass_r - inv_mass_5, g_r - g_5)
G8 = G7 + D_UP
first_order = (4 / 9 * np.sqrt(EP * EPU) * D_MINUS
               * (1 / (E0 * G8) + 2 / ((E0 + D0) * G7)))
assert abs((shift[1][1] - shift[-1][1]) / 2 - first_order) < 1e-3

# Worked example with the remote-band constants
inv_mass = inv_mass_5 + C_MASS
g_total = g_5 + 2 * C_G
assert abs(g_total - G_TARGET) < 0.005
ep_alone = (G_FREE + g_u - G_TARGET) / (-g_v / EP)
g_10t = landau_mass_and_g(10.0, c_mass=C_MASS, c_g=C_G)[1]
g_edge = zero_field_limit(c_mass=C_MASS, c_g=C_G)[1]
assert abs(g_edge - g_total) < 2e-4
zero_point = 10.0 * MU_B_EV * inv_mass * 1e3
density = 1e23
fermi = (const.hbar ** 2 * (3 * np.pi ** 2 * density) ** (2 / 3)
         * inv_mass / (2 * const.m_e) / const.e * 1e3)
g_small_gap = G_FREE + sum(
    formula_terms(E0 - 0.1, D0, G7, D_UP, EP, EPU)[2:]) + 2 * C_G

print(f"Input gap E0 = {E0:.3f} eV, valence splitting D0 = {D0:.3f} eV")
print(f"Input upper gaps G7 = {G7:.3f} eV, G8 = {G8:.3f} eV")
print(f"Input E_P = {EP:.1f} eV, E_P' = {EPU:.1f} eV")
print(f"Input C = {C_MASS:.2f}, C' = {C_G:.2f} (dimensionless)")
print(f"Input Q energy in 14-band tests = {EQ:.1f} eV")
print(f"1/m: valence term = {mass_v:.3f}, upper term = {mass_u:.3f}")
print(f"1/m without C = {inv_mass_5:.3f}, mass = {1/inv_mass_5:.4f} m_e")
print("1/m from 14-band k along 100, 110, 111 = "
      + ", ".join(f"{x:.3f}" for x in inv_mass_k))
print(f"1/m from 14-band Landau levels = {inv_mass_b:.3f}")
print(f"1/m with C = {inv_mass:.3f}, mass = {1/inv_mass:.4f} m_e")
print(f"Free-electron g0 = {G_FREE:.4f}")
print(f"g: valence term = {g_v:.4f}, upper term = {g_u:.4f}")
print(f"g with valence levels only = {G_FREE + g_v:.4f}")
print(f"g with five levels, C' = 0: {g_5:.4f}")
print(f"g from 14-band Landau levels, C' = 0: {g_b:.4f}")
print(f"g from 14 bands, Q = 0 and C' = 0: {g_q0:.4f}")
print(f"g from 14 bands without spin-orbit splitting = {g_no_so:.4f}")
print(f"g: remote term 2C' = {2*C_G:.4f}")
print(f"g with C' = {g_total:.4f}")
print(f"Signed spin splitting at 1 T = {g_total*MU_B_EV*1e6:.2f} micro-eV")
print(f"E_P giving g = {G_TARGET:.2f} with C' = 0: {ep_alone:.2f} eV")
print(f"Sensitivity dg/dE_P = {g_v/EP:.4f} per eV")
print(f"Neglected coupling, rough size = {D_MINUS:.3f} eV")
print(f"First-order g shift from it = {first_order:.4f}")
for sign in (1, -1):
    dm, dg = shift[sign]
    print(f"Coupling {sign*D_MINUS:+.3f} eV: shift of 1/m = {dm:+.4f}, "
          f"of g = {dg:+.4f}")
    print(f"  C' restoring the same g = {C_G - dg/2:+.4f}")
print(f"g at 10 T = {g_10t:.4f}, shift from edge = {g_10t-g_edge:+.4f}")
print(f"Zero-point Landau energy at 10 T = {zero_point:.2f} meV")
print(f"Fermi energy at 1e17 cm^-3 = {fermi:.2f} meV")
print(f"g with gap {E0-0.1:.3f} eV, rest frozen = {g_small_gap:.4f}")
print(f"  shift from this gap change = {g_small_gap-g_total:+.4f}")
print("OK")
```

It prints:

```
Input gap E0 = 1.519 eV, valence splitting D0 = 0.341 eV
Input upper gaps G7 = 2.969 eV, G8 = 3.140 eV
Input E_P = 28.9 eV, E_P' = 6.0 eV
Input C = -2.00, C' = -0.02 (dimensionless)
Input Q energy in 14-band tests = 15.0 eV
1/m: valence term = 17.863, upper term = -1.948
1/m without C = 16.915, mass = 0.0591 m_e
1/m from 14-band k along 100, 110, 111 = 16.915, 16.915, 16.915
1/m from 14-band Landau levels = 16.915
1/m with C = 14.915, mass = 0.0670 m_e
Free-electron g0 = 2.0023
g: valence term = -2.3254, upper term = -0.0734
g with valence levels only = -0.3230
g with five levels, C' = 0: -0.3964
g from 14-band Landau levels, C' = 0: -0.3964
g from 14 bands, Q = 0 and C' = 0: -0.3964
g from 14 bands without spin-orbit splitting = 2.0023
g: remote term 2C' = -0.0400
g with C' = -0.4364
Signed spin splitting at 1 T = -25.26 micro-eV
E_P giving g = -0.44 with C' = 0: 29.44 eV
Sensitivity dg/dE_P = -0.0805 per eV
Neglected coupling, rough size = 0.050 eV
First-order g shift from it = 0.1673
Coupling +0.050 eV: shift of 1/m = -0.0099, of g = +0.1662
  C' restoring the same g = -0.1031
Coupling -0.050 eV: shift of 1/m = +0.0068, of g = -0.1685
  C' restoring the same g = +0.0642
g at 10 T = -0.3866, shift from edge = +0.0498
Zero-point Landau energy at 10 T = 8.63 meV
Fermi energy at 1e17 cm^-3 = 11.72 meV
g with gap 1.419 eV, rest frozen = -0.7417
  shift from this gap change = -0.3053
OK
```
